# The C6 coefficient of a double hybrid for two distant atoms

## Problem

A double hybrid has the energy

$$E=E_{\rm hyb}+a_cE_{\rm PT2}.$$

Here $E_{\rm hyb}$ contains the kinetic and electrostatic energies, a fraction $a_x$ of exact exchange, a fraction $1-a_x$ of semilocal exchange, and a fraction $1-a_c$ of semilocal correlation. The orbitals $\phi_p$ and their energies $\varepsilon_p$ come from a self-consistent calculation with $E_{\rm hyb}$ alone. They are then inserted into the second-order doubles energy $E_{\rm PT2}$. No dispersion correction, nonlocal correlation functional or singles term is added.

Two neutral, spherical, closed-shell atoms A and B are a large distance $R$ apart. Their interaction energy has the leading form $-C_6/R^6$.

1. Express $C_6$ through the hybrid orbitals of the free atoms.
2. Evaluate it for two distant helium atoms with B2PLYP, for which $a_x=0.53$ and $a_c=0.27$.

Hartree atomic units are used, orbitals are real, and nuclei are fixed. The Coulomb interaction is instantaneous, so retardation at very large $R$ is left out.

## A tempting but wrong solution

The two correlation weights add up to one, $(1-a_c)+a_c=1$. Each component is an approximation to the whole correlation energy, and dispersion is a correlation effect. Let $C_6^{(0)}$ be the coefficient that second-order theory gives with the hybrid orbitals. If both components describe the same attraction, then

$$E_{\rm int}=-(1-a_c)\frac{C_6^{(0)}}{R^6}-a_c\frac{C_6^{(0)}}{R^6}=-\frac{C_6^{(0)}}{R^6}.$$

For helium this gives $C_6=1.43$ hartree bohr$^6$. A full configuration-interaction (full CI) calculation of the free atom's response, in the same finite basis, gives 1.47. The agreement seems to support the argument.

## Where it fails

The faulty step is the first term. Semilocal correlation has the form

$$E_c^{\rm sl}[\rho]=\int f\big(\rho(\mathbf r),\nabla\rho(\mathbf r)\big)\,d\mathbf r ,\qquad f=0\ \text{where}\ \rho=0 .$$

When the atomic densities do not overlap, each point belongs to one atom at most. The integral therefore splits:

$$E_c^{\rm sl}[\rho_A+\rho_B]=E_c^{\rm sl}[\rho_A]+E_c^{\rm sl}[\rho_B].$$

The weights add to one for the correlation energy, but one of the two components contributes nothing to the distant attraction.

The rest of $E_{\rm hyb}$ does not fill the gap:

- Semilocal exchange splits in the same way.
- By Gauss's law, a neutral spherical atom produces no electrostatic potential outside its charge.
- Exact exchange between the atoms contains products $\gamma_A(\mathbf r,\mathbf r')\gamma_B(\mathbf r,\mathbf r')$ of their density matrices, which vanish without overlap.

The free-atom orbitals thus remain solutions of the joint hybrid equations, and $E_{\rm hyb}$ has no $R^{-6}$ term. The whole coefficient must come from $a_cE_{\rm PT2}$.

## Right solution

**The terms that survive.** Let $i,j$ label occupied and $a,b$ virtual spatial orbitals, and let $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$. For closed shells,

$$E_{\rm PT2}=-\sum_{ijab}\frac{(ia|jb)\,[\,2(ia|jb)-(ib|ja)\,]}{\Delta_{ia}+\Delta_{jb}},$$

$$(ia|jb)=\iint\frac{\phi_i(\mathbf r)\phi_a(\mathbf r)\,\phi_j(\mathbf r')\phi_b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.$$

Each atom has a finite set of localized basis functions. The limit $R\to\infty$ is taken first, and the basis may be enlarged afterwards. Without overlap the hybrid one-electron operator then separates into atomic blocks.

For identical atoms, a calculation may return sums and differences of degenerate atomic orbitals. This does not matter. Each orbital index occurs twice in every numerator, and the denominator is constant within a degenerate set. An orthogonal rotation $U$ therefore enters as $\sum_iU_{ik}U_{il}=\delta_{kl}$ and drops out. Atomic orbitals may be used throughout.

The product $\phi_i\phi_a$ vanishes unless $i$ and $a$ are on the same atom, and likewise for $\phi_j\phi_b$. Two kinds of term remain:

- If all four orbitals are on one atom, the terms add up to that free atom's $E_{\rm PT2}$ and cancel from the interaction.
- If $i,a$ are on one atom and $j,b$ on the other, then $(ib|ja)=0$, because $\phi_i\phi_b$ and $\phi_j\phi_a$ vanish.

The second kind occurs twice, since $ia$ may be on A or on B. With the factor 2 in the bracket,

$$E_{AB}=-4\sum_{ia\in A}\sum_{jb\in B}\frac{(ia|jb)^2}{\Delta_{ia}+\Delta_{jb}}.$$

The opposite-spin part of $E_{\rm PT2}$ has the numerator $(ia|jb)^2$, and the same-spin part has $(ia|jb)[(ia|jb)-(ib|ja)]$. With $(ib|ja)=0$ they contribute equally. If a functional scales them by separate factors $c_{\rm os}$ and $c_{\rm ss}$, then $a_c$ is replaced here by $(c_{\rm os}+c_{\rm ss})/2$.

**The dipole coupling.** Measure $\mathbf u$ from nucleus A and $\mathbf v$ from nucleus B, and let $\mathbf n$ be the unit vector from A to B. With $\mathbf s=\mathbf v-\mathbf u$,

$$\frac1{|R\mathbf n+\mathbf s|}=\frac1R-\frac{\mathbf n\cdot\mathbf s}{R^2}+\frac{3(\mathbf n\cdot\mathbf s)^2-s^2}{2R^3}+\dots$$

Occupied and virtual orbitals are orthogonal, so $\int\phi_i\phi_a\,d\mathbf r=0$. Any term that depends on $\mathbf u$ alone, on $\mathbf v$ alone, or on neither is thereby removed. In the third term, the mixed part of $(\mathbf n\cdot\mathbf s)^2$ is $-2(\mathbf n\cdot\mathbf u)(\mathbf n\cdot\mathbf v)$, and that of $s^2$ is $-2\,\mathbf u\cdot\mathbf v$. With $\mathbf d_{ia}=\int\phi_i\,\mathbf r\,\phi_a\,d\mathbf r$, this leaves

$$(ia|jb)\simeq\frac{\mathbf d_{ia}\cdot\mathbf d_{jb}-3(\mathbf n\cdot\mathbf d_{ia})(\mathbf n\cdot\mathbf d_{jb})}{R^3}
=\frac1{R^3}\sum_{xy}d_{ia,x}T_{xy}d_{jb,y},$$

where $T_{xy}=\delta_{xy}-3n_xn_y$. Omitted multipoles fall off faster with $R$.

**The sum over directions.** Collect the transitions between two degenerate atomic levels into one group $K$, with gap $\Delta_K$ and strength $S_K=\sum_{ia\in K}|\mathbf d_{ia}|^2$. Spherical symmetry gives

$$\sum_{ia\in K}d_{ia,x}d_{ia,y}=\tfrac13S_K\delta_{xy}.$$

For group $K$ on A and group $L$ on B, the summed squared coupling is therefore

$$\frac1{R^6}\,\frac{S_K}{3}\,\frac{S_L}{3}\sum_{xy}T_{xy}^2=\frac{2}{3}\,\frac{S_KS_L}{R^6}.$$

The last step uses the eigenvalues $1,1,-2$ of $T$, whose squares add to 6. Multiplication by $-4$ gives $E_{AB}=-C_6^{(0)}/R^6$ with

$$C_6^{(0)}=\frac83\sum_{K\in A}\sum_{L\in B}\frac{S_KS_L}{\Delta_K+\Delta_L}. \tag{1}$$

**The uncoupled polarizability.** Let a field $F\cos\omega t$ along $z$ act on a free atom. The electron's energy changes by $zF\cos\omega t$. "Uncoupled" means that the hybrid one-electron operator stays frozen, so the induced density does not act back on the electrons. Apart from its phase $e^{-i\varepsilon_it}$, an occupied orbital becomes $\phi_i+\sum_ac_a\phi_a$, where to first order

$$i\dot c_a=\Delta_{ia}c_a+Fz_{ia}\cos\omega t .$$

Insert $c_a=p\cos\omega t+iq\sin\omega t$. The sine terms give $q=-\omega p/\Delta_{ia}$. The cosine terms give $-\omega q=\Delta_{ia}p+Fz_{ia}$. Eliminating $q$,

$$p=-\frac{\Delta_{ia}z_{ia}F}{\Delta_{ia}^2-\omega^2}.$$

The field also mixes $\phi_i$ with other occupied orbitals $\phi_j$. The same formula applies with $\Delta_{ij}=\varepsilon_j-\varepsilon_i=-\Delta_{ji}$, so the coefficient $p$ of $\phi_j$ in $\phi_i$ is the negative of that of $\phi_i$ in $\phi_j$, and the two density changes cancel. Only virtual orbitals remain. Each spatial orbital holds two electrons of charge $-1$, and its density changes by $2\phi_i\sum_a{\rm Re}(c_a)\phi_a$. The induced dipole is therefore $-4\sum_{ia}z_{ia}p\cos\omega t$. Replacing $\omega$ by $i\omega$, and the sum of $z_{ia}^2$ over a group by $S_K/3$,

$$\alpha^{(0)}(i\omega)=\frac43\sum_K\frac{\Delta_KS_K}{\Delta_K^2+\omega^2}. \tag{2}$$

**From the double sum to the integral.** For positive $x\ne y$, partial fractions give

$$\int_0^\infty\!\frac{xy\,d\omega}{(x^2+\omega^2)(y^2+\omega^2)}
=\frac{xy}{y^2-x^2}\,\frac{\pi}{2}\left(\frac1x-\frac1y\right)=\frac{\pi}{2(x+y)},$$

and continuity covers $x=y$. Insert (2) for both atoms into $(3/\pi)\int_0^\infty\alpha_A^{(0)}\alpha_B^{(0)}d\omega$. The prefactor is $(3/\pi)(16/9)(\pi/2)=8/3$, which reproduces (1). Since $E_{\rm PT2}$ enters the energy with weight $a_c$,

$$\boxed{C_6^{\rm DH}=a_cC_6^{(0)},\qquad C_6^{(0)}=\frac3\pi\int_0^\infty\alpha_A^{(0)}(i\omega)\,\alpha_B^{(0)}(i\omega)\,d\omega.}$$

The explicit factor is $a_c$, not $a_c^2$: the fraction scales an energy, not each atom's polarizability. The coefficient is proportional to $a_c$ at fixed orbitals. In a self-consistent family of functionals, the orbitals also depend on $a_x$ and on the weight $1-a_c$ of semilocal correlation.

The result requires positive gaps. It also requires neutral, spherical atoms, because charges or permanent multipoles add other long-range terms. At shorter distances, overlap and higher multipoles enter.

## A direct check

The formula can be compared with total energies of two beryllium atoms. The small 6-31G basis makes this a test of the law, not a prediction for beryllium. The free-atom sum (1) gives $C_6^{(0)}=269.94$ hartree bohr$^6$. At $R=20$ bohr, the directly calculated PT2 interaction, multiplied by $-R^6$, gives 269.93. The match is this close because of the basis. Its occupied orbitals are s functions and it has no d functions, so each product $\phi_i\phi_a$ is either spherical with zero charge or a pure dipole, and no higher multipole term can arise. In a basis with d functions an $R^{-8}$ term would add to the interaction at this distance.

At that distance $a_cE_{\rm PT2}$ contributes $-1.14\times10^{-6}$ hartree to the interaction, while the hybrid part contributes about $5\times10^{-10}$ hartree. The missing 73 percent is not hidden in the semilocal functional.

Such small differences need a careful integration grid. Here the grid was divided sharply at the midplane, so that each atom kept its free-atom grid points and weights on its own side of that plane, and lost only the outer points beyond it, where its density is negligible. With the same density but a smooth division, the apparent hybrid interaction was $-2.9\times10^{-7}$ hartree at 20 bohr and $+1.07\times10^{-6}$ hartree at 24 bohr. These values are grid errors, and the second exceeds the size of the scaled PT2 interaction there, $3.8\times10^{-7}$ hartree.

## Two distant helium atoms

Only the free atom has to be calculated. Its occupied orbital is 1s, so only p levels have dipole strength. The B2PLYP hybrid orbitals, in a basis of 9 s, 7 p and 3 d shells, give:

| $K$ | $\Delta_K$ (hartree) | $S_K$ (bohr$^2$) |
|---|---:|---:|
| 1 | 0.8377 | 0.1178 |
| 2 | 1.0377 | 0.4689 |
| 3 | 1.5736 | 0.4717 |
| 4 | 2.9721 | 0.1395 |
| 5 | 6.7061 | 0.0155 |
| 6 | 16.927 | 0.00096 |
| 7 | 46.125 | 0.00004 |

The positive-energy levels represent the continuum in this finite basis and are not separate physical resonances.

At zero frequency, (2) becomes

$$\alpha^{(0)}(0)=\frac43\sum_K\frac{S_K}{\Delta_K}
=\frac43(0.1406+0.4519+0.2998+0.0469+0.0024)=1.255\ {\rm bohr}^3,$$

where the last entry collects levels 5 to 7. Diagonalizing the frozen hybrid operator in a weak field gives the same value.

For $C_6^{(0)}$, the four diagonal terms $S_K^2/(2\Delta_K)$ with $K\le4$ are

$$0.0083+0.1060+0.0707+0.0033=0.1882,$$

with the sum taken before rounding. The pairs 12, 13, 14, 23, 24 and 34 each occur twice in (1). Their terms $2S_KS_L/(\Delta_K+\Delta_L)$ are

$$0.0589+0.0461+0.0086+0.1694+0.0326+0.0290=0.3446 .$$

All terms involving levels 5 to 7 add 0.0047. Therefore

$$C_6^{(0)}=\tfrac83(0.1882+0.3446+0.0047)=1.43\ {\rm hartree\,bohr^6},$$

$$C_6^{\rm DH}=0.27\times1.434=0.387\ {\rm hartree\,bohr^6}=0.231\ {\rm eV\,Å^6}.$$

Larger s,p bases lower $C_6^{(0)}$ by 0.05 to 0.1 percent: 16 s and 14 p shells give 1.432 hartree bohr$^6$ and a static polarizability of 1.254 bohr$^3$. The last digits of 1.434 and 1.255 thus depend on the basis, while $C_6^{\rm DH}$ stays at 0.387 hartree bohr$^6$.

**Influence of the orbitals.** Hartree–Fock orbitals in the same basis give an uncoupled coefficient of 1.12 hartree bohr$^6$. Their 1s orbital is more tightly bound, with $-\varepsilon_{1s}=0.918$ hartree against 0.768 hartree for the hybrid, and their uncoupled static polarizability is 0.998 against 1.255 bohr$^3$. The lowest dipole gaps in this basis, 1.003 and 0.838 hartree, belong to positive-energy levels and depend on the basis: more diffuse p functions move them down toward $-\varepsilon_{1s}$ while leaving $C_6^{(0)}$ unchanged to the digits quoted. The choice of orbitals thus changes $C_6^{(0)}$ appreciably, even before the factor $a_c$ is applied.

**Why the wrong answer looked good.** The full CI reference is 1.466 hartree bohr$^6$. It includes all two-electron configurations of the chosen basis, but it remains limited by that basis, and it leaves out relativity and nuclear motion. The aug-cc-pVQZ basis gives 1.463 hartree bohr$^6$, and a static polarizability of 1.384 instead of 1.386 bohr$^3$, so the last digit of the reference, and of the missing part derived from it below, is uncertain by a few units. The uncoupled $C_6^{(0)}$ is 2 percent below this reference, although the static polarizability, 1.255 against 1.386 bohr$^3$, is 9 percent below.

If the two polarizabilities had the same frequency dependence, the ratio of the coefficients would be $(1.255/1.386)^2=0.82$, not the calculated 0.98. Relative to its static value, the uncoupled response must therefore fall off more slowly along the imaginary axis, in the sense that its normalized square has the larger integral. This partly compensates for the low static value. The close agreement in $C_6^{(0)}$ does not show that the response is equally accurate at each frequency, and it says nothing about semilocal correlation.

The bare double hybrid retains $0.27\times0.978=0.264$ of the reference coefficient. The missing part is $1.466-0.387=1.079$ hartree bohr$^6$. To reach this reference at large $R$, an added dispersion term must supply that difference. Adding the full 1.466 would count the PT2 attraction twice.

The numerical check below includes the beryllium comparison and the separate tests of the helium response.

## Computed results

```
Exact-exchange fraction a_x: 0.53 (no unit)
Perturbative fraction a_c: 0.27 (no unit)
Test on two distant Be atoms, 6-31G basis
C6_0 from free-atom sum: 269.937 hartree bohr^6
R: 20.0 bohr
  -R^6 * PT2 interaction: 269.934 hartree bohr^6
  a_c * PT2 interaction: -1.1388e-06 hartree
  hybrid interaction: 5.44e-10 hartree
  same, smooth grid partition: -2.85e-07 hartree
R: 24.0 bohr
  -R^6 * PT2 interaction: 269.926 hartree bohr^6
  a_c * PT2 interaction: -3.8137e-07 hartree
  hybrid interaction: 2.10e-13 hartree
  same, smooth grid partition: 1.07e-06 hartree
Decay power between the distances: 6.0002 (no unit)
Opposite-spin share at first R: 0.5000 (no unit)
Free He atom, B2PLYP hybrid orbitals
Occupied orbital energy: -0.76805 hartree
p levels: gap (hartree), strength summed over 3 components (bohr^2)
  1: 0.83771  0.117807
  2: 1.03771  0.468933
  3: 1.57364  0.471740
  4: 2.97207  0.139483
  5: 6.70608  0.015530
  6: 16.92676  0.000964
  7: 46.12533  0.000039
Uncoupled static polarizability: 1.25547 bohr^3
Same from finite field: 1.25548 bohr^3
Uncoupled C6_0: 1.43355 hartree bohr^6
C6_0 in larger s,p basis: 1.43285 hartree bohr^6
Double-hybrid C6_DH: 0.38706 hartree bohr^6
Double-hybrid C6_DH converted: 0.23128 eV angstrom^6
Free He atom, Hartree-Fock orbitals
First dipole gap: 1.00315 hartree
Uncoupled static polarizability: 0.99774 bohr^3
Uncoupled C6: 1.11887 hartree bohr^6
Free He atom, full CI in the same finite basis
Ground-state energy: -2.901696 hartree
Static polarizability: 1.38634 bohr^3
C6: 1.46558 hartree bohr^6
Ratio C6_0 / full-CI C6: 0.9781 (no unit)
Ratio C6_DH / full-CI C6: 0.2641 (no unit)
Missing C6, full CI minus DH: 1.07852 hartree bohr^6
```
